# Hydrogenic Mean Inverse Radius and Kinetic Energy from the Spectrum, part 2

A nonrelativistic, spinless particle of mass $m$ and electron charge is bound to a fixed point charge $Z>0$. The means of $1/r$ and of the kinetic energy $T$ follow from its energy levels $E_n$. Hartree atomic units are used (lengths in bohr, energies in hartree, masses in electron masses). Angle brackets are means in a normalized state; $n$, $l$, $q$ are the principal, angular momentum and projection quantum numbers. The Hamiltonian is

$$
H(Z,m)=T-\frac{Z}{r},\qquad T=\frac{p^2}{2m}=-\frac{1}{2m}\nabla^2 . \tag{1}
$$

The scaled position $\mathbf x$ and the levels, with $\varepsilon_n$ free of parameters, are

$$
\mathbf r=\frac{\mathbf x}{mZ}. \tag{2}
$$

$$
E_n(Z,m)=mZ^2\,\varepsilon_n . \tag{4}
$$

$$
E_n(Z,m)=-\frac{mZ^2}{2n^2}. \tag{9}
$$

The scaled eigenfunction is $u(x)/x$ times $Y_{lq}$, with $u=e^{-\kappa x}\sum_k a_kx^{k+l+1}$, $\kappa=1/n$ and

$$
a_{k+1}=\frac{2\left[\kappa(k+l+1)-1\right]}{(k+1)(k+2l+2)}\,a_k . \tag{7}
$$

For $\lambda=Z$ or $m$, the radial function in $r$ is

$$
u_\lambda(r)=\sqrt{mZ}\;u(mZr), \tag{10}
$$

For normalized eigenstates varying smoothly with $\lambda$, with $\mathbf r$ and $\mathbf p$ held fixed on the right, the Hellmann-Feynman theorem states

$$
\frac{\partial E}{\partial\lambda}
=\left\langle\frac{\partial H}{\partial\lambda}\right\rangle . \tag{16}
$$

It gave

$$
\boxed{\left\langle\frac1r\right\rangle=-\frac{\partial E_n}{\partial Z}=\frac{mZ}{n^2}} \tag{18}
$$

$$
\frac{\partial H}{\partial m}=-\frac{p^2}{2m^2}=-\frac{T}{m}. \tag{19}
$$

$$
\boxed{\langle T\rangle=-m\,\frac{\partial E_n}{\partial m}=\frac{mZ^2}{2n^2}} \tag{20}
$$

Both means also hold for any superposition within one level, because the angular integrals remove the cross terms:

$$
\psi=\sum_{l,q}c_{lq}\,\psi_{nlq},\qquad\sum_{l,q}|c_{lq}|^2=1 . \tag{21}
$$

The virial theorem reads

$$
2\langle T\rangle=Z\left\langle\frac1r\right\rangle,\qquad \langle T\rangle=-E_n . \tag{23}
$$

### What is held fixed in the derivative

The energy derivative is a number that does not depend on the coordinates used. The operator whose mean it supplies does depend on them. In the scaled coordinate of (2), the Hamiltonian is $mZ^2$ times an operator without parameters. If $\mathbf x$ is held fixed instead of $\mathbf r$, its derivative is

$$
\left.\frac{\partial H}{\partial Z}\right|_{\mathbf x}=\frac{2H}{Z},
\qquad
\frac{\partial E_n}{\partial Z}=\frac{2E_n}{Z}=-\frac{mZ}{n^2}. \tag{25}
$$

The slope is the same as before, but this version says nothing about $1/r$ by itself. With $\mathbf r$ and $\mathbf p$ held fixed, by contrast, the charge singles out the potential energy and the mass the kinetic energy. Equating the two forms, $-\langle1/r\rangle=2E_n/Z$, reproduces (23).

### Doubly ionized lithium in its second level

Take $\mathrm{Li}^{2+}$, one electron in the field of charge $Z=3$, with $m=1$ and $n=2$. The model is nonrelativistic, with a fixed point nucleus. In the real ion, relativity shifts the 2s energy by about $-1.7\times10^{-4}$ hartree and $\langle1/r\rangle$ by about $+2\times10^{-4}$ bohr$^{-1}$. The finite mass of the $^7$Li nucleus shifts them by about $+0.9\times10^{-4}$ hartree and $-0.6\times10^{-4}$ bohr$^{-1}$. Digits beyond the third decimal below therefore belong to the model, and the length of 70.6 pm would read 70.5 pm for the 2s state. The formulas give

$$
\left\langle\frac1r\right\rangle=\frac{3}{2^2}=0.75\ \text{bohr}^{-1},\qquad
\langle T\rangle=\frac{3^2}{2\cdot2^2}=1.125\ \text{hartree}.
$$

The potential energy is $-3\times0.75=-2.25$ hartree, and the total is $1.125-2.25=-1.125$ hartree. The kinetic energy corresponds to 30.6 eV. The length $1/\langle1/r\rangle$ is $1.3333$ bohr, or 70.6 pm.

These values can be compared with a calculation that does not use them. The radial Hamiltonian was diagonalized in a basis of Laguerre functions, and the means were computed from the resulting eigenvectors. For both 2s and 2p this gives $-1.125000$ hartree for the energy, $0.750000$ bohr$^{-1}$ for $\langle1/r\rangle$ and $1.125000$ hartree for $\langle T\rangle$. The same comparison over 40 states, with $n$ from 1 to 4, all allowed $l$ and four pairs of $Z$ and $m$, shows absolute deviations from (9), (18) and (20) of at most $8.0\times10^{-14}$ in atomic units. The numerical output lists them separately.

The mean radius behaves differently. It is 2.0000 bohr in 2s and 1.6667 bohr in 2p. Independence of $l$ is thus a property of $\langle1/r\rangle$ and not of every radial mean. Nor does the present method give $\langle r\rangle$ from (9), since no term of $H$ is a parameter times $r$.

The length $1/\langle1/r\rangle$ must not be read as the mean radius. The Cauchy-Schwarz inequality, applied to $\sqrt r\,\psi$ and $\psi/\sqrt r$, gives

$$
1=\langle\psi|\psi\rangle^2\le\langle r\rangle\left\langle\frac1r\right\rangle . \tag{26}
$$

The products here are $2.0000\times0.75=1.50$ for 2s and $1.6667\times0.75=1.25$ for 2p. Both exceed one, so the mean radius is larger than 1.3333 bohr in either state.

A superposition of the two states illustrates the statement about (21). With weights 0.36 for 2s and 0.64 for 2p, integration over the explicit hybrid function again gives $0.750000$ bohr$^{-1}$ and $1.125000$ hartree.

### How the change of the state cancels

The theorem does not say that the state is unaffected by the charge. Its effect on each part of the energy is as large as the slope itself. From (20) and (18),

$$
\frac{\partial\langle T\rangle}{\partial Z}=\frac{mZ}{n^2},\qquad
-Z\,\frac{\partial}{\partial Z}\left\langle\frac1r\right\rangle=-\frac{mZ}{n^2}. \tag{27}
$$

The first is the rise in kinetic energy as the state contracts. The second is the part of the change in potential energy that comes from the contraction, the factor $Z$ in front being held fixed. They add to zero. The remaining term, from the factor $Z$ itself, is $-\langle1/r\rangle$, and it equals the full slope of the energy.

For the 2s state of the example, numerical differentiation of the computed means gives $+0.75$ and $-0.75$ hartree per unit charge for the two terms in (27), and $-0.75$ for $\partial E/\partial Z$.

The cancellation can be followed at finite contraction. Let the state be compressed by a factor $s$, so that every length is divided by $s$. The mean of $1/r$ is then multiplied by $s$, and that of $T$, which contains two derivatives, by $s^2$. At unchanged charge the mean energy of the compressed state is

$$
E(s)=s^2\langle T\rangle-sZ\left\langle\frac1r\right\rangle
=(s^2-2s)\langle T\rangle
=E_n+(s-1)^2\langle T\rangle . \tag{28}
$$

The second form uses $Z\langle1/r\rangle=2\langle T\rangle$ from (23). The third uses $s^2-2s=(s-1)^2-1$ and $E_n=-\langle T\rangle$. A small compression costs energy in second order and not in first. That is why the slope of the energy may be computed as though the state were frozen.

### A finite change of the charge

Let the charge change from $Z$ to $Z+\delta$, with $Z+\delta>0$. From (9),

$$
E_n(Z+\delta)-E_n(Z)
=-\frac{m\left[(Z+\delta)^2-Z^2\right]}{2n^2}
=-\delta\,\frac{mZ}{n^2}-\frac{m\delta^2}{2n^2}. \tag{29}
$$

The first term is $-\delta\langle1/r\rangle$. It is the mean of the added potential $-\delta/r$ in the old state, and hence the result of first-order perturbation theory. The second term is the whole remainder, because the energy is a quadratic function of the charge.

Its origin can be read from the scaling law. By (10), the new state is the old one compressed by $s=(Z+\delta)/Z$. Its mean energy at the new charge is

$$
s^2\langle T\rangle-s(Z+\delta)\left\langle\frac1r\right\rangle
=s^2\left[\langle T\rangle-Z\left\langle\frac1r\right\rangle\right]=s^2E_n,
$$

where $Z+\delta=sZ$ was used. The frozen state has the energy $E_n-\delta\langle1/r\rangle$ at the new charge. With $\delta=(s-1)Z$ and (23), this equals $E_n+2(s-1)E_n=(2s-1)E_n$. The difference between adjusted and frozen state is therefore

$$
s^2E_n-(2s-1)E_n=(s-1)^2E_n
=-\frac{\delta^2}{Z^2}\,\frac{mZ^2}{2n^2}
=-\frac{m\delta^2}{2n^2}. \tag{30}
$$

This is the last term of (29). It is the energy gained when the state adjusts to the new charge, and it is negative for either sign of $\delta$.

For $\mathrm{Li}^{2+}$ with $n=2$, raise the charge from 3.0 to 3.1. The frozen-state estimate is $-0.1\times0.75=-0.07500$ hartree. The remainder is $-0.1^2/8=-0.00125$ hartree, and the total change is $-0.07625$ hartree, as diagonalization at the two charges confirms. Relative to the first-order term the remainder is $\delta/(2Z)$, by (29), which is 1.7 percent here. The first-order estimate is good when $|\delta|$ is much smaller than $2Z$, whatever the level.

### States that mix different levels

The proof of (16) used the eigenvalue equation. A superposition of different levels does not satisfy it, and its mean values are in general not fixed by the energies. They still are when no two components share both $l$ and $q$, as in a mixture of 1s and 2p: the cross elements then vanish by the angular integral, as for (21), and the means are the weighted averages of the level values at every instant. When components of different levels do share $l$ and $q$, cross elements can survive. Consider the 1s and 2s states. In the scaled coordinate the first is $2xe^{-x}$. For the second, the recursion (7) with $\kappa=1/2$ gives $a_1=-a_0/2$, so $u\propto x(1-x/2)e^{-x/2}$. The norm integral is

$$
\int_0^\infty\left(x^2-x^3+\frac{x^4}{4}\right)e^{-x}dx=2-6+6=2,
$$

and the normalizing factor is $1/\sqrt2$. The two functions are orthogonal, but the cross element of $1/r$ is not zero:

$$
\left\langle1s\left|\frac1r\right|2s\right\rangle
=mZ\sqrt2\int_0^\infty\left(x-\frac{x^2}{2}\right)e^{-3x/2}dx
=mZ\sqrt2\left(\frac49-\frac{8}{27}\right)
=\frac{4\sqrt2}{27}\,mZ . \tag{31}
$$

For $Z=3$ and $m=1$ this is 0.6285 bohr$^{-1}$. In an equal mixture, with the two states in phase at time $t=0$, the relative phase grows at the rate $\omega=E_2-E_1$, and

$$
\left\langle\frac1r\right\rangle(t)
=\frac12\left(3+0.75\right)+0.6285\cos\omega t
=1.875+0.6285\cos\omega t\quad\text{bohr}^{-1}. \tag{32}
$$

The mean oscillates between about 1.25 and 2.50 bohr$^{-1}$. Its long-time average is the mean of the two level values, since the cosine averages to zero. At a given instant the energies alone do not determine it.

### A nucleus of finite mass

Now let the nucleus have mass $M$, in electron masses, and let the bound particle be an electron. In the centre-of-mass frame the total momentum is zero, so the electron has momentum $\mathbf p$ and the nucleus $-\mathbf p$. The internal Hamiltonian is

$$
H=\frac{p^2}{2}+\frac{p^2}{2M}-\frac Zr=\frac{p^2}{2\mu}-\frac Zr,
\qquad \mu=\frac{M}{1+M}, \tag{33}
$$

where $r$ is the distance between the two. This is (1) with the reduced mass $\mu$ in place of $m$. Equations (18) and (20) hold with the same replacement, and $\langle T\rangle$ is then the kinetic energy of both bodies together.

A derivative with respect to $M$ gives something else. With $\mathbf p$ fixed, $\partial H/\partial M=-p^2/(2M^2)$. Since $d\mu/dM=1/(1+M)^2$,

$$
\left\langle\frac{p^2}{2M}\right\rangle
=-M\frac{\partial E_n}{\partial M}
=\frac{M}{(1+M)^2}\,\frac{Z^2}{2n^2}
=\frac{1}{1+M}\,\frac{\mu Z^2}{2n^2}
=\frac{\langle T\rangle}{1+M}. \tag{34}
$$

This is the kinetic energy of the nucleus alone. It vanishes as $M$ grows without limit, which is the fixed nucleus of the first half.

A light model nucleus makes the share visible. With $M=9$, $Z=3$ and $n=2$, the reduced mass is 0.9 and the total kinetic energy is $0.9\times1.125=1.0125$ hartree. The nuclear part is one tenth of it, 0.10125 hartree. The numerical derivative of the energy with respect to $M$ gives the same value.

### Range of validity

The values (18) and (20) belong to the pure Coulomb potential, while the theorem behind them reaches further. For an ion with several electrons and a fixed point nucleus, the charge multiplies the sum of $1/r_i$ over all electrons. For a normalized bound eigenstate that varies smoothly with $Z$, the slope $-\partial E/\partial Z$ is the mean of that sum. The repulsion between electrons does not contain $Z$, however, so the energy no longer scales as (4), and $mZ/n^2$ cannot be used.

The charge must be positive. As $Z$ tends to zero at fixed $n$, the length $1/\langle1/r\rangle=n^2/(mZ)$ grows without limit, and for $Z\le0$ there is no attraction to bind the particle. The same length grows as $n^2$ for high levels, while the kinetic energy falls as $1/n^2$.

Relativity sets a limit on the other side. The root-mean-square speed $Z/n$ must be small compared with the speed of light $c$, which is roughly 137 in atomic units. For low levels of heavy nuclei this condition is poorly met. In high levels a small $Z/n$ is not sufficient by itself: an electron of low angular momentum still passes close to the nucleus, where it is fast. At any fixed $l$ the relative error of (9) falls only about as $1/n$, with a coefficient that shrinks as the angular momentum grows. For states with $l$ near $n-1$ it falls as $1/n^2$, like $(Z/n)^2/c^2$. Where relativity matters, the kinetic energy is no longer $p^2/(2m)$, and both the spectrum (9) and the mass derivative (19) have to be replaced.

## Table of computed values

```
Tests over n = 1 to 4, all l, four pairs (Z, m)
number of states tested: 40
largest error of energy formula: 7.2e-14 hartree
largest error of <1/r> formula: 4.9e-14 1/bohr
largest error of <T> formula: 8.0e-14 hartree
largest mismatch, derivatives and means: 1.8e-12 a.u.
Worked example: Li2+, fixed point nucleus
charge Z: 3, mass m: 1 electron mass, level n: 2
2s energy: -1.125000 hartree
2s <1/r>: 0.750000 1/bohr
2s <T>: 1.125000 hartree
2s <r>: 2.000000 bohr
2p energy: -1.125000 hartree
2p <1/r>: 0.750000 1/bohr
2p <T>: 1.125000 hartree
2p <r>: 1.666667 bohr
potential energy -Z<1/r>: -2.250000 hartree
<T> converted: 30.6128 eV
1/<1/r>: 1.333333 bohr
1/<1/r> converted: 70.557 pm
Response of the 2s state to the charge
dE/dZ: -0.750000 hartree per unit charge
d<T>/dZ: 0.750000 hartree per unit charge
-Z d<1/r>/dZ: -0.750000 hartree per unit charge
Finite step from Z = 3.0 to Z = 3.1
true energy change: -0.076250 hartree
frozen-state change: -0.075000 hartree
remainder: -0.001250 hartree
Superpositions at Z = 3
hybrid weights of 2s and 2p: 0.36, 0.64
hybrid <1/r>: 0.750000 1/bohr
hybrid <T>: 1.125000 hartree
cross element <1s|1/r|2s>: 0.628539 1/bohr
Model nucleus of finite mass, Z = 3, n = 2
nuclear mass M: 9 electron masses
reduced mass: 0.9000 electron masses
total <T>: 1.012500 hartree
nuclear part <p^2/(2M)>: 0.101250 hartree
-M dE/dM: 0.101250 hartree
```
